\section*{Valley excitation and the speed limit for shuttling past a coupling minimum}

\section*{Question}

An electron in the ground orbital of a quantum dot is carried at constant speed $v$ along a Si/SiGe quantum well. In the basis of the two low-lying valleys its Hamiltonian is
\begin{equation}
H(x)=\begin{pmatrix}0&\Delta(x)\\ \Delta^*(x)&0\end{pmatrix},\qquad x=vt,
\end{equation}
where $\Delta(x)$ is the complex intervalley coupling averaged over the dot centred at $x$. The eigenvalues are $\pm|\Delta|$, so the valley splitting is $E_v=2|\Delta|$. At $x=0$ the modulus $|\Delta|$ has a minimum $d>0$, and there $|d\Delta/dx|=s>0$. The electron arrives in the lower valley state. Spin, relaxation, dephasing and higher orbitals are neglected until part (f).

Use $d=10~\mu$eV, $s=3~\mu$eV/nm, $\hbar=0.65821~\mu$eV\,ns and an allowed excitation probability $\varepsilon=10^{-3}$. Note that $1$ nm/ns $=1$ m/s.

\section*{(a) Geometry of the minimum}

\textbf{Question.} Linearize $\Delta$ about its minimum and bring $H$ to Landau--Zener form. Find $d$ and $s$ for a general line $\Delta=\Delta_a+\Delta_bx$.

\textbf{Answer.} At the minimum,
\begin{equation}
0=\frac{d|\Delta|^2}{dx}=2\,\mathrm{Re}(\Delta^*\Delta').
\end{equation}
Hence $\Delta'(0)$ is perpendicular to $\Delta(0)=de^{i\theta}$ in the complex plane, and to first order
\begin{equation}
\Delta(x)=e^{i\theta}(d\pm isx).
\end{equation}
The constant phase $\theta$ is absorbed in the first basis state. What remains is $d\sigma_x\mp sx\,\sigma_y$. A rotation about the $x$ axis of the Bloch sphere turns $\mp\sigma_y$ into $\sigma_z$ and leaves $\sigma_x$ alone, so for either sign
\begin{equation}
H=d\,\sigma_x+sx\,\sigma_z,\qquad E_v=2\sqrt{d^2+s^2x^2}.
\end{equation}
The coupling turns its phase by $\pi$ in all, most of it within a few lengths $d/s=3.3$ nm of the minimum. The electron is excited if its valley state cannot follow this turn.

For the general line, multiply $\Delta$ by the constant phase $\Delta_b^*/|\Delta_b|$. It becomes $\Delta_b^*\Delta_a/|\Delta_b|+|\Delta_b|x$. Its imaginary part is independent of $x$, and its real part vanishes at one point, so
\begin{equation}
s=|\Delta_b|,\qquad d=\frac{|\mathrm{Im}(\Delta_b^*\Delta_a)|}{|\Delta_b|}.
\end{equation}

\section*{(b) Excitation probability}

\textbf{Question.} Derive the probability $P$ that the electron leaves in the upper valley state, for a linear coupling on a long path.

\textbf{Answer.} Let $c_1,c_2$ be the amplitudes of $\sigma_z=+1,-1$, and let $\beta=\hbar v$. Since $i\hbar\,d/dt=i\beta\,d/dx$,
\begin{equation}
i\beta c_1'=sx\,c_1+d\,c_2,\qquad i\beta c_2'=-sx\,c_2+d\,c_1 .
\end{equation}
State 1 has diabatic energy $sx$. It is the lower state at $x\to-\infty$ and the upper one at $x\to+\infty$. Therefore $P=|c_1(\infty)|^2$ when $|c_1(-\infty)|=1$: \emph{staying} in the diabatic state is the excitation.

Remove the diabatic phases with $A=c_1e^{isx^2/2\beta}$ and $B=c_2e^{-isx^2/2\beta}$:
\begin{equation}
i\beta A'=d\,B\,e^{isx^2/\beta},\qquad i\beta B'=d\,A\,e^{-isx^2/\beta}.
\end{equation}
Differentiating the first equation and inserting the second gives
\begin{equation}
A''-\frac{2isx}{\beta}A'+\frac{d^2}{\beta^2}A=0 .
\end{equation}
At large $|x|$ there are two behaviours. If $A''$ is negligible, $A'/A=d^2/(2is\beta x)$, so
\begin{equation}
A_{\rm slow}\propto x^{-i\nu},\qquad \nu=\frac{d^2}{2\beta s}.
\end{equation}
If the last term is negligible, $A'\propto e^{isx^2/\beta}$ and $A_{\rm fast}\sim e^{isx^2/\beta}/x$, up to a slowly varying power. The fast solution has $|B|$ constant at large $|x|$. The condition $B(-\infty)=0$ thus selects the purely slow solution on the negative axis.

The differential equation has no singular point at finite $x$, so $A$ can be followed along $x=Re^{i\vartheta}$ from $\vartheta=\pi$ to $0$. There
\begin{equation}
|e^{isx^2/\beta}|=\exp\!\left(-\frac{sR^2\sin2\vartheta}{\beta}\right).
\end{equation}
For $\pi/2<\vartheta<\pi$ the fast solution is exponentially large, and the slow solution is the recessive one. A recessive solution keeps its asymptotic form through its own sector and the adjoining ones, which include the ray $\vartheta=\pi$; this is the solution selected above. For $0<\vartheta<\pi/2$ the slow part dominates, so its coefficient is unchanged. A fast part may appear, but at $\vartheta=0$ its contribution to $A$ vanishes as $1/R$. Since $|x^{-i\nu}|=e^{\nu\vartheta}$,
\begin{equation}
\left|\frac{A(\infty)}{A(-\infty)}\right|=\frac{1}{e^{\pi\nu}},
\end{equation}
and squaring gives the Landau--Zener result
\begin{equation}
P=e^{-2\pi\nu}=\exp\!\left(-\frac{\pi d^2}{\hbar s v}\right).
\label{lz}
\end{equation}
In terms of the minimum splitting $E_{\min}=2d$ and the asymptotic slope of the splitting $E'=2s$, the exponent is $-\pi E_{\min}^2/(2\hbar vE')$. For $v\to0$ the electron follows the lower state and $P\to0$. For $v\to\infty$, or $d\to0$, the valley state has no time to turn and $P\to1$.

As a case with its minimum away from the origin, take $\Delta_a=20+6i~\mu$eV and $\Delta_b=3e^{0.7i}~\mu$eV/nm. Part (a) gives $d=|6\cos0.7-20\sin0.7|=8.295~\mu$eV. At $v=23.03$ m/s, equation (\ref{lz}) yields $P=8.62\times10^{-3}$. Numerical integration of the Schr\"odinger equation with the original complex $\Delta$ gives the same value to the digits shown.

\section*{(c) Maximum speed}

\textbf{Question.} Find the largest speed with $P\le\varepsilon$, evaluate it, and state how sensitive the error is to the parameters.

\textbf{Answer.} $P$ rises with $v$. Setting $P=\varepsilon$ and taking the logarithm gives
\begin{equation}
v_{\max}=\frac{\pi d^2}{\hbar s\ln(1/\varepsilon)}
=\frac{\pi(10)^2}{0.65821\times3\times6.9078}~\frac{\rm nm}{\rm ns}
=23.0~\text{m/s}.
\label{vmax}
\end{equation}
A root search on the numerically integrated probability, with linear $\Delta$ and a path of $\pm200$ nm, also gives 23.0 m/s. The time scale of the pass is $d/(sv_{\max})=0.14$ ns.

Varying $\ln P=-\pi d^2/(\hbar sv)$ about this point,
\begin{equation}
\delta\ln P=\ln\frac1\varepsilon\left(\frac{\delta v}{v}-2\frac{\delta d}{d}+\frac{\delta s}{s}\right).
\end{equation}
The factor $6.9$ makes the error steep in speed: $P=1.2\times10^{-7}$ at 10 m/s, $3.5\times10^{-4}$ at 20 m/s and $4.2\times10^{-2}$ at 50 m/s. The allowed speed depends on $\varepsilon$ only through a logarithm, but on $d$ quadratically. If $d$ is halved with $s$ and $v$ fixed, the exponent falls to a quarter and $P=\varepsilon^{1/4}=0.18$.

\section*{(d) Curvature of the coupling}

\textbf{Question.} Let $\Delta''(0)$ have a component $a$ along $\Delta(0)$ and a component $b$ perpendicular to it. Find the first-order change of the exponent. Assume that the added terms level off symmetrically at distances much greater than $d/s$ and $\sqrt{\hbar v/s}$, and create no further minimum.

\textbf{Answer.} Near the minimum
\begin{equation}
H=\left(d+\tfrac12ax^2\right)\sigma_x+\left(sx+\tfrac12bx^2\right)\sigma_z .
\end{equation}

\emph{Perpendicular part.} Let $U_b$ be the evolution operator over the symmetric path. $H$ is real and symmetric, so $U_b^{T}$ is the evolution with $H_b(-x)$, and $H_b(-x)=\sigma_xH_{-b}(x)\sigma_x$. Therefore $|(U_b)_{11}|=|(U_{-b})_{22}|=|(U_{-b})_{11}|$, the last step holding for any $2\times2$ unitary matrix. $P$ is even in $b$ and has no linear term.

\emph{Parallel part.} Let $\psi$ be the unperturbed solution that starts in state 1, and $\chi$ the one that ends in state 1. The amplitude $\mathcal A=\langle\chi|\psi\rangle$ is constant in $x$, with $|\mathcal A|^2=P$. Define $\mathbf R=\langle\chi|\boldsymbol\sigma|\psi\rangle$ and $M_n=\int x^nR_x\,dx$. First-order perturbation theory gives
\begin{equation}
\delta\mathcal A=-\frac{i}{\beta}\,\frac a2M_2,
\qquad\text{whereas a shift of } d \text{ gives}\qquad
\delta\mathcal A=-\frac{i}{\beta}\,\delta d\,M_0 .
\label{pert}
\end{equation}
It remains to relate $M_2$ to $M_0$. The Schr\"odinger equation implies $\beta\mathbf R'=2\mathbf h\times\mathbf R$ with $\mathbf h=(d,0,sx)$:
\begin{equation}
\beta R_x'=-2sxR_y,\quad \beta R_y'=2sxR_x-2dR_z,\quad \beta R_z'=2dR_y .
\end{equation}
The integrals are taken with a smooth even cutoff at large $|x|$, which removes the oscillating tails. In the non-oscillating tails $R_z$ is even and $R_x,R_y$ are odd, so the boundary terms below cancel between the two ends. Integrating by parts:
\begin{align}
\text{third equation:}\quad & \int R_y\,dx=0,\\
x\times\text{first:}\quad & -\beta M_0=-2s\int x^2R_y\,dx,\\
x^2\times\text{third:}\quad & -2\beta\int xR_z\,dx=2d\int x^2R_y\,dx=\frac{d\beta}{s}M_0,\\
x\times\text{second:}\quad & -\beta\int R_y\,dx=2sM_2-2d\int xR_z\,dx .
\end{align}
The third line gives $\int xR_z\,dx=-dM_0/(2s)$. The left side of the last line is zero, so $M_2=-(d^2/2s^2)M_0$. By (\ref{pert}) the curvature acts as $\delta d=-ad^2/(4s^2)$. As the exponent is proportional to $d^2$, it acquires the factor $1+2\delta d/d$:
\begin{equation}
\ln P=-\frac{\pi d^2}{\hbar sv}\left(1-\frac\kappa2\right),\qquad
\kappa=\frac{ad}{s^2}.
\label{curv}
\end{equation}
Positive $a$ raises $P$, although it makes the splitting grow faster away from the minimum. To this order, $v_{\max}$ is multiplied by $1-\kappa/2$.

The coefficient was tested by integrating the Schr\"odinger equation with $\kappa=\pm0.05$ and $x^2/2$ replaced by $L^2(1-e^{-x^2/2L^2})$, $L=40$ nm. It came out as 0.502 at $v_{\max}$ and 0.501 at $2v_{\max}$, against $1/2$.

\section*{(e) A path of finite length}

\textbf{Question.} The linear coupling is traversed from $-X$ to $X$, starting in the lower eigenstate at $-X$ and measured in the eigenbasis at $X$. Estimate the largest change of $P$ for $X=30$ nm at $v_{\max}$.

\textbf{Answer.} The direction of $\mathbf h$ turns by the angle $\phi=\arctan(sx/d)$, with $\phi'=sd/|\Delta|^2$. In the basis that turns with it, the two eigenstates are coupled by a matrix element of size $\beta\phi'/2$ across the splitting $2|\Delta|$. The smoothly following state thus differs from the eigenstate by the amplitude
\begin{equation}
\eta=\frac{\beta\phi'/2}{2|\Delta|}=\frac{\hbar v\,s\,d}{4|\Delta(X)|^3}.
\end{equation}
Each end contributes at most $\eta$ to leading order, so
\begin{equation}
|\delta P|\le(\sqrt P+2\eta)^2-P=4\eta\sqrt P+4\eta^2 .
\end{equation}
Here $|\Delta(X)|=\sqrt{10^2+90^2}=90.6~\mu$eV and $\eta=1.5\times10^{-4}$, so to leading order the bound is about $2\times10^{-5}$, or 2\% of $\varepsilon$. Numerical integration over this path gives $P=9.95\times10^{-4}$, within the bound. For much smaller targets the ends matter more: once $\sqrt\varepsilon$ is comparable with $2\eta$, equation (\ref{vmax}) no longer sets the error, and the start and stop must be smoothed.

\section*{(f) From the model to a device}

\textbf{Question.} Take an orbital energy $\hbar\omega=1$ meV, transverse mass $0.19\,m_e$, temperature 100 mK, and alloy disorder that gives each component of $\Delta$ an rms value $\sigma=60~\mu$eV. Which neglected effects change the speed limit?

\textbf{Answer.} \emph{Curvature.} The dot density is proportional to $e^{-x^2/\ell^2}$ with $\ell=\sqrt{\hbar/m\omega}=20.0$ nm. Averaging spatially uncorrelated disorder with this weight gives each component of $\Delta$ the covariance $C(y)=\sigma^2e^{-y^2/2\ell^2}$. The variance of the slope is $-C''(0)=\sigma^2/\ell^2$, an rms slope of $3.0~\mu$eV/nm for each component. The chosen $s$ has this size, but it is on the low side for a weak minimum. In simulated disorder of this kind, minima with $|\Delta|$ between 8 and 12 $\mu$eV have a median slope of about $4.6~\mu$eV/nm, for which (\ref{vmax}) with $d=10~\mu$eV gives 15 m/s. The variance of the second derivative is $C''''(0)=3\sigma^2/\ell^4$. Its covariance with the component itself is $-\sigma^2/\ell^2$, so fixing that component removes $(\sigma^2/\ell^2)^2/\sigma^2=\sigma^2/\ell^4$. The remaining spread is
\begin{equation}
a_{\rm typ}=\frac{\sqrt2\,\sigma}{\ell^2}=0.21~\mu\text{eV/nm}^2,
\qquad \kappa=\frac{0.2116\times10}{3^2}=0.235 .
\end{equation}
This is a rough size, since it is not weighted for the presence of a minimum. Equation (\ref{curv}) lowers the limit by 12\% for the adverse sign, to 20.3 m/s. Numerical integration, with the curvature levelling off over $\ell$, gives at 23.0 m/s $P=1.9\times10^{-3}$ for the adverse sign, $3.4\times10^{-4}$ for the helpful one and $1.1\times10^{-3}$ for perpendicular curvature of the same size. At 20.3 m/s with adverse curvature it gives $8.5\times10^{-4}$, which meets the target for this curvature. Since $a_{\rm typ}$ is only one standard deviation, not every minimum does so. In simulated disorder with the same $d$ and $s$ and with $|\Delta|>35~\mu$eV between 15 and 30 nm from the minimum, about 70\% of the samples meet the target at 20.3 m/s and about 99\% at 17 m/s.

\emph{Higher orbitals.} Within the dot, a linear coupling adds $g\hbar\omega(a_o+a_o^\dagger)\sigma_z$, where $a_o$ lowers the orbital state and $g=s\ell/(\sqrt2\hbar\omega)=0.042$. The two diabatic states then have oscillator ground states displaced by $\mp g$, with overlap $e^{-(2g)^2/2}$. For $d\ll\hbar\omega$ this reduces $d$ to $de^{-2g^2}$ and $v_{\max}$ by 0.7\%. In alloy disorder the coupling is not linear across the dot, and the excited orbitals average it differently. In simulated samples with the same $d$ and $s$, the change of $v_{\max}$ can have either sign. It scatters by about 2\% if only orbitals excited along the path are kept. For an isotropic two-dimensional dot, whose transverse orbitals also mix in, the scatter is about 7\% with shells up to three quanta and 9\% with shells up to five. It is still growing with the basis for uncorrelated disorder and is comparable with the curvature correction. A sudden start excites the orbital motion with probability about $mv^2/(2\hbar\omega)=3\times10^{-7}$, which is negligible here.

\emph{Heat.} With a constant downward relaxation rate $1/T_1$, the upward rate is $e^{-E_v/kT}/T_1$, and thermal excitation during the pass is at most $(vT_1)^{-1}\int e^{-E_v/kT}dx$. With $kT=8.6~\mu$eV this bound equals $\varepsilon$ at $T_1=27$ ns and falls as $1/T_1$.

\emph{Dephasing.} Near the minimum the moving state is briefly a superposition of the two eigenstates, even when it would end in the lower one. Noise in the splitting destroys part of this coherence and leaves real excitation behind. Let the coherence between the instantaneous eigenstates decay at a constant rate $1/T_\varphi$. Integrating the Bloch equations at 23.0 m/s then gives $P=1.5\times10^{-3}$ for $T_\varphi=10$ ns and $2.6\times10^{-3}$ for 3 ns. The added part is roughly proportional to $1/T_\varphi$ and equals $\varepsilon$ near $T_\varphi=5$ ns. Slow noise, which does not give a constant decay rate, needs a separate treatment.

\emph{Spin.} If the Zeeman energy stays below $2d$, it does not match the valley splitting anywhere in the pass. For $g$ factor 2 this requires a field below 0.17 T. If the Zeeman energy lies between $2d$ and the largest valley splitting on the path, the two energies cross, and spin--valley coupling must be added to the model.

\emph{Several minima.} Amplitudes from successive passes interfere. For two equal minima the total is at most $(2\sqrt P)^2=4P$. A worst-case design therefore takes $\varepsilon/4$ for each, which multiplies (\ref{vmax}) by $\ln(1000)/\ln(4000)=0.83$.

\emph{Comparison with real devices.} The parameters are rough values for Si/SiGe, where valley splittings range from tens to a few hundred $\mu$eV. The disorder assumed here gives a mean splitting $2\sigma\sqrt{\pi/2}=150~\mu$eV, so the minimum of $20~\mu$eV is a weak spot, not a typical place. Speeds of metres to tens of metres per second are of interest for shuttling, and the result lies in that range. The limit for a whole channel is much lower, because $d$ is random and the weakest minimum decides. At the same $s$, $d=5~\mu$eV already reduces the limit fourfold, to 5.8 m/s. In simulated disorder with the values above, a minimum with $|\Delta|<10~\mu$eV occurs about every $0.3~\mu$m, and the smallest $|\Delta|$ on a straight path of $1~\mu$m has a median near $2~\mu$eV, which at this $s$ allows only about 1 m/s. With the slope that each minimum actually has, the median limit on such a path is about 0.7 m/s, with quartiles near 0.1 and 2.5 m/s. A long channel therefore needs a path that avoids the weak spots, a slower pass through them, or a coupling with a uniform part several times $\sigma$, which makes weak spots rare. Stronger alloy disorder alone raises the mean splitting but scales $d$ and $s$ together, so the speed limit grows only in proportion to $\sigma$. A slower pass also needs longer lifetimes: for $d=2~\mu$eV at about 1 m/s, the thermal bound equals $\varepsilon$ at $T_1=2.6~\mu$s, and the part added by dephasing equals $\varepsilon$ near $T_\varphi=25$ ns. A speed of about 20 m/s is thus a rough design value, uncertain by about 10\% through orbital mixing, for one isolated minimum with the stated $d$, $s$ and curvature, at constant speed, with $T_1$ well above 27 ns, $T_\varphi$ well above 5 ns and the field below 0.17 T. The numerical output below lists values for this single minimum without dephasing.

\section*{Computed values}
\begin{verbatim}
hbar: 0.65821 micro-eV ns
Minimum coupling d: 10.0 micro-eV
Minimum valley splitting 2d: 20.0 micro-eV
Coupling slope s: 3.0 micro-eV/nm
Length d/s: 3.333 nm
Allowed excitation eps: 1.0e-03 (no unit)
ln(1/eps): 6.9078 (no unit)
Maximum speed, formula: 23.032 m/s
Maximum speed, time evolution: 23.032 m/s
Passage time d/(s v_max): 0.1447 ns
P at 10 m/s, formula: 1.232e-07 (no unit)
P at 10 m/s, evolution: 1.229e-07 (no unit)
P at 20 m/s, formula: 3.510e-04 (no unit)
P at 20 m/s, evolution: 3.509e-04 (no unit)
P at 50 m/s, formula: 4.150e-02 (no unit)
P at 50 m/s, evolution: 4.151e-02 (no unit)
P at 1.1 v_max: 1.874e-03 (no unit)
P at v_max if d is halved: 0.1778 (no unit)
General line, d: 8.295 micro-eV
General line, P formula: 8.6226e-03 (no unit)
General line, P evolution: 8.6226e-03 (no unit)
Curvature coefficient at v_max: 0.5021 (theory 1/2)
Curvature coefficient at 2 v_max: 0.5009 (theory 1/2)
Orbital energy: 1.0 meV
Transverse mass: 0.19 electron masses
Dot length: 20.03 nm
Rms coupling component sigma: 60.0 micro-eV
Rms slope of a component: 2.996 micro-eV/nm
Typical curvature: 0.2116 micro-eV/nm^2
kappa for typical curvature: 0.2351 (no unit)
P at v_max, adverse curvature: 1.948e-03 (no unit)
P at v_max, helpful curvature: 3.414e-04 (no unit)
P at v_max, perpendicular curvature: 1.145e-03 (no unit)
Speed reduced for adverse curvature: 20.32 m/s
P at reduced speed, adverse curvature: 8.502e-04 (no unit)
Half length of finite path: 30.0 nm
Endpoint amplitude: 1.531e-04 (no unit)
P at v_max on finite path: 9.9470e-04 (no unit)
Bound on finite-path change of P: 1.95e-05 (no unit)
Orbital mixing g: 0.0425 (no unit)
Change of v_max by orbital mixing: -0.72 %
Orbital excitation by sudden start: 2.87e-07 (no unit)
Temperature: 100 mK
Thermal energy kT: 8.617 micro-eV
Thermal upper population at path start: 7.46e-10 (no unit)
T1 at which thermal bound equals eps: 26.77 ns
Thermal excitation at that T1: 9.521e-04 (no unit)
Field where Zeeman energy equals 2d (g=2): 0.1728 T
\end{verbatim}
